# Does CCSD-F12 for two electrons equal CI with one geminal?: verification in Python

```python
"""Result under test: for a two-electron singlet, CCSD-F12 with a free geminal
amplitude c gives the energy of CI in {orbital products, G}, G = Q12 f12 |phi phi>,
if Q12 = (1-P1)(1-P2), or if Q12 = (1-O1)(1-O2)(1-V1V2) and no function outside
the orbital space can pair with phi. Otherwise <G|T1|R> survives.
O: projector on phi, V: on virtuals, P = O+V, R: similarity-transformed residual,
f12 = (1-exp(-gamma r12))/gamma. Helium, Hartree atomic units.
Two-electron S functions depend on r1, r2, r12 (u) and x = cos(theta12).
"""
import numpy as np
from types import SimpleNamespace
from scipy.linalg import eigh, null_space
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln
from scipy.constants import physical_constants
from numpy.polynomial.legendre import leggauss, Legendre

Z, ZETA, GAMMA = 2.0, 3.0, 1.0
N, LMAX, NAUX = 10, 4, 16
FOURPI = 4 * np.pi


def make_grid(decay, nr, nt, ns):
    """Quadrature over r1 > r2 (doubled), for integrands symmetric in 1 and 2."""
    y, wy = roots_laguerre(nr)
    p, wp = leggauss(nt)
    q, wq = leggauss(ns)
    rho, tau, s = [a.ravel() for a in
                   np.meshgrid(y / decay, (p + 1) / 4, q, indexing="ij")]
    w = np.einsum("i,j,k->ijk", wy * np.exp(y) / decay, wp / 4, wq).ravel()
    r1, r2 = rho * (1 - tau), rho * tau
    u = r1 + r2 * s
    x = -s + r2 / r1 * (1 - s**2) / 2
    w = w * 16 * np.pi**2 * r1 * r2**2 * u * rho
    return SimpleNamespace(r1=r1, r2=r2, u=u, x=x, sw=np.sqrt(w),
                           sin=np.sqrt(np.maximum(1 - x**2, 0)),
                           q=np.sqrt(1 / r1**2 + 1 / r2**2),
                           pot=-Z / r1 - Z / r2 + 1 / u)


def field(g, val, d1, d2, du):
    """Value and orthogonal gradient parts of psi(r1,r2,u), weighted."""
    return g.sw * np.array([val,
                            d1 + du * (g.r1 - g.r2 * g.x) / g.u,
                            d2 + du * (g.r2 - g.r1 * g.x) / g.u,
                            du * g.r1 * g.r2 * g.sin / g.u * g.q])


def braket(g, A, B):
    """Overlap and Hamiltonian matrices from two stacks (4, functions, points)."""
    S = A[0] @ B[0].T
    H = (A[0] * g.pot) @ B[0].T
    for k in (1, 2, 3):
        H += 0.5 * A[k] @ B[k].T
    return S, H


def radial(l, n, r):
    """Orthonormal Laguerre radial function and its derivative."""
    lognorm = 0.5 * ((2 * l + 3) * np.log(2 * ZETA)
                     + gammaln(n + 1) - gammaln(n + 2 * l + 3))
    pre = np.exp(lognorm - ZETA * r) * r**l
    val = pre * eval_genlaguerre(n, 2 * l + 2, 2 * ZETA * r)
    der = (l / r - ZETA) * val
    if n > 0:
        der -= 2 * ZETA * pre * eval_genlaguerre(n - 1, 2 * l + 3, 2 * ZETA * r)
    return val, der


# ---------- orbital-product matrices ----------
g = make_grid(2 * ZETA, 36, 30, 18)
ia, ib = np.triu_indices(N)
npair = len(ia)
nfun = npair * (LMAX + 1)
F = np.empty((4, nfun, len(g.u)))
for l in range(LMAX + 1):
    R1 = [radial(l, n, g.r1) for n in range(N)]
    R2 = [radial(l, n, g.r2) for n in range(N)]
    P = Legendre.basis(l)(g.x) * g.sw
    dP = -g.sin * g.q * g.sw * (Legendre.basis(l).deriv()(g.x) if l else 0.0)
    for k, (a, b) in enumerate(zip(ia, ib)):
        c = np.sqrt(2 * l + 1) / FOURPI * (0.5 if a == b else np.sqrt(0.5))
        m = l * npair + k
        rad = c * (R1[a][0] * R2[b][0] + R1[b][0] * R2[a][0])
        F[0, m] = rad * P
        F[1, m] = c * (R1[a][1] * R2[b][0] + R1[b][1] * R2[a][0]) * P
        F[2, m] = c * (R1[a][0] * R2[b][1] + R1[b][0] * R2[a][1]) * P
        F[3, m] = rad * dP
S, H = braket(g, F, F)
H = (H + H.T) / 2
orth_error = np.abs(S - np.eye(nfun)).max()
assert orth_error < 1e-8
assert abs(H[0, 0] - (ZETA**2 - 2 * Z * ZETA + 5 * ZETA / 8)) < 1e-9

# ---------- conversions between pair vectors and symmetric matrices ----------
pair_scale = np.where(ia == ib, 1.0, np.sqrt(2))


def pack(C, l):
    v = np.zeros(nfun)
    v[l * npair:(l + 1) * npair] = C[ia, ib] * pair_scale
    return v


def unpack(v, l):
    M = np.zeros((N, N))
    M[ia, ib] = v[l * npair:(l + 1) * npair] / pair_scale
    return M + M.T - np.diag(np.diag(M))


iso = np.array([unpack(e, 0).ravel() for e in np.eye(nfun)[:npair]]).T
H4 = (iso @ H[:npair, :npair] @ iso.T).reshape(N, N, N, N)


def hartree_fock(n):
    """Orbital phi minimising <phi phi|H|phi phi> in the first n s functions."""
    h = H4[:n, :n, :n, :n]
    phi = np.eye(n)[0]
    for _ in range(400):
        M = np.einsum("acbd,c,d->ab", h, phi, phi)
        new = np.linalg.eigh(M)[1][:, 0]
        phi = phi + new * np.sign(new @ phi)
        phi /= np.linalg.norm(phi)
    grad = np.einsum("acbd,c,b,d->a", h, phi, phi, phi)
    energy = grad @ phi
    assert np.abs(grad - energy * phi).max() < 1e-9
    return np.concatenate([phi, np.zeros(N - n)]), energy


aux1 = [radial(0, n, g.r1) for n in range(NAUX)]
aux2 = [radial(0, n, g.r2) for n in range(NAUX)]


def combine(coef, table):
    return [sum(c * t[k] for c, t in zip(coef, table)) for k in (0, 1)]


def raw_geminal(phi):
    """Weighted field of f12 phi(1) phi(2)."""
    (p1, e1), (p2, e2) = combine(phi, aux1), combine(phi, aux2)
    f, df = (1 - np.exp(-GAMMA * g.u)) / GAMMA, np.exp(-GAMMA * g.u)
    return field(g, f * p1 * p2 / FOURPI, f * e1 * p2 / FOURPI,
                 f * p1 * e2 / FOURPI, df * p1 * p2 / FOURPI)


# ---------- coupled cluster against CI in a finite model space ----------
def compare_cc_ci(n_s, n_p, strict):
    phi, _ = hartree_fock(n_s)
    virt = np.zeros((N, n_s - 1))
    virt[:n_s] = null_space(phi[None, :n_s])
    ref = pack(np.outer(phi, phi), 0)
    singles = [pack((np.outer(phi, a) + np.outer(a, phi)) / np.sqrt(2), 0)
               for a in virt.T]
    doubles = []
    for l, orbs in ((0, virt.T), (1, np.eye(N)[:n_p])):
        for i in range(len(orbs)):
            for j in range(i + 1):
                C = np.outer(orbs[i], orbs[j])
                v = pack(C + C.T, l)
                doubles.append(v / np.linalg.norm(v))
    overlap = F[0] @ raw_geminal(phi)[0]
    G = np.zeros(nfun)
    one = np.eye(N)
    for l in range(LMAX + 1):
        C = unpack(overlap, l)
        size = (n_s, n_p)[l] if l < 2 else 0
        p = np.diag((np.arange(N) < size).astype(float))
        o = np.outer(phi, phi) if l == 0 else 0 * one
        if strict:
            C = (one - p) @ C @ (one - p)
        else:
            C = (one - o) @ C @ (one - o) - (p - o) @ C @ (p - o)
        G += pack(C, l)
    G /= np.linalg.norm(G)
    X = np.array([ref] + singles + doubles + [G]).T
    assert np.abs(X.T @ X - np.eye(X.shape[1])).max() < 1e-9
    e_ci = np.linalg.eigvalsh(X.T @ H @ X)[0]

    def exp_T(v, t, d):
        M, k = unpack(v, 0), np.outer(t, phi)
        return v + pack(k @ M + M @ k.T + k @ M @ k.T, 0) + d * (ref @ v)

    Y = X[:, 1:]
    nv = n_s - 1
    jac = Y.T @ H @ Y - (ref @ H @ ref) * np.eye(Y.shape[1])
    z = np.zeros(Y.shape[1])
    for _ in range(150):
        t, d = virt @ z[:nv] / np.sqrt(2), Y[:, nv:] @ z[nv:]
        psi = exp_T(ref, t, d)
        R = exp_T(H @ psi, -t, -d)
        res = Y.T @ R
        if np.abs(res).max() < 1e-12:
            break
        z = z - np.linalg.solve(jac, res)
    assert np.abs(res).max() < 1e-10
    e_cc = ref @ R
    left = G @ (H @ psi - e_cc * psi)
    Gm, Rm = unpack(G, 0), unpack(R, 0)
    right = 2 * (t @ Gm[:, n_s:]) @ (phi @ Rm)[n_s:]
    assert abs(left - right) < 1e-9
    return e_cc, e_ci, right, np.linalg.norm(t)


strict_case = compare_cc_ci(4, 2, True)
standard_case = compare_cc_ci(4, 2, False)
full_s_case = compare_cc_ci(N, 2, False)
assert abs(strict_case[0] - strict_case[1]) < 1e-9
assert abs(full_s_case[0] - full_s_case[1]) < 1e-9
assert abs(standard_case[0] - standard_case[1]) > 1e-8

# ---------- independent reference energy: Hylleraas expansion ----------
ALPHA = 1.9
gh = make_grid(2 * ALPHA, 20, 16, 16)


def hylleraas(order):
    rows = []
    rho, dif = gh.r1 + gh.r2, gh.r1 - gh.r2
    for i in range(order + 1):
        for j in range((order - i) // 2 + 1):
            for k in range(order - i - 2 * j + 1):
                A = rho**i * np.exp(-ALPHA * rho)
                dA = (i / rho - ALPHA) * A
                B, dB = dif**(2 * j), 2 * j * dif**max(2 * j - 1, 0)
                C, dC = gh.u**k, k * gh.u**max(k - 1, 0)
                rows.append(field(gh, A * B * C, (dA * B + A * dB) * C,
                                  (dA * B - A * dB) * C, A * B * dC))
    A = np.array(rows).transpose(1, 0, 2)
    A = A / np.linalg.norm(A[0], axis=1)[None, :, None]
    s, h = braket(gh, A, A)
    ev, U = np.linalg.eigh((s + s.T) / 2)
    U = U[:, ev > 1e-12] / np.sqrt(ev[ev > 1e-12])
    h = U.T @ h @ U
    return np.linalg.eigvalsh((h + h.T) / 2)[0], len(rows)


e_ref5, _ = hylleraas(5)
e_ref, n_ref = hylleraas(6)
assert abs(e_ref - e_ref5) < 1e-5

# ---------- helium: CI and CI plus one projected geminal ----------
phi, e_hf = hartree_fock(N)
ref = pack(np.outer(phi, phi), 0)
gem = raw_geminal(phi)
(p1, e1), (p2, e2) = combine(phi, aux1), combine(phi, aux2)
chi = np.zeros(NAUX)          # s functions outside the orbital space, paired with phi
for n in range(N, NAUX):
    pair = (p1 * aux2[n][0] + p2 * aux1[n][0]) / (2 * FOURPI)
    chi[n] = (pair * g.sw) @ gem[0]
(c1, f1), (c2, f2) = combine(chi, aux1), combine(chi, aux2)
gem = gem - field(g, (p1 * c2 + c1 * p2) / FOURPI, (e1 * c2 + f1 * p2) / FOURPI,
                  (p1 * f2 + c1 * e2) / FOURPI, 0 * p1)
gem = gem[:, None, :]
sg, hg = [a[:, 0] for a in braket(g, F, gem)]
gg, hgg = [a[0, 0] for a in braket(g, gem, gem)]


def solve(idx):
    """CI energy, F12 energy and details for the orbital products in idx."""
    h, s, b = H[np.ix_(idx, idx)], sg[idx], hg[idx]
    norm = gg - s @ s
    couple = (b - h @ s) / np.sqrt(norm)
    diag = (hgg - 2 * s @ b + s @ h @ s) / norm
    ev, vec = eigh(h, subset_by_index=[0, 0])
    full = np.block([[h, couple[:, None]], [couple[None, :], np.array([[diag]])]])
    ef, vf = eigh(full, subset_by_index=[0, 0])
    vf = vf[:, 0]
    c_raw = vf[-1] / np.sqrt(norm)
    overlap = ref[idx] @ vf[:-1]
    b2 = vec[:, 0] @ couple
    e2x2 = np.linalg.eigvalsh([[ev[0], b2], [b2, diag]])[0]
    return SimpleNamespace(ci=ev[0], f12=ef[0], c=c_raw / overlap, norm=norm,
                           b=b2, diag=diag, e2=e2x2,
                           orb=(vf[:-1] - c_raw * s) / overlap)


table = [solve(np.arange((L + 1) * npair)) for L in range(LMAX + 1)]
for L, row in enumerate(table):
    assert e_ref - 1e-6 < row.f12 <= row.e2 + 1e-10 and row.e2 < row.ci
    assert row.f12 - e_ref < (row.ci - e_ref) / 3
    if L:
        assert row.ci < table[L - 1].ci and row.f12 < table[L - 1].f12
small_idx = np.flatnonzero(np.tile(ib < 8, LMAX + 1))
small = solve(small_idx)

# amplitude expected from the cusp, using Psi(r,r) at coalescence (f12 = 0 there)
y, wy = leggauss(80)
r, wr = 4 * (y + 1), 4 * wy
Phi = np.array([radial(0, n, r)[0] for n in range(N)])
Phi = (phi @ Phi)**2 / FOURPI
Psi = np.zeros_like(r)
for l in range(LMAX + 1):
    Rl = np.array([radial(l, n, r)[0] for n in range(N)])
    Cl = unpack(table[-1].orb, l)
    Psi += np.sqrt(2 * l + 1) / FOURPI * np.einsum("ar,ab,br->r", Rl, Cl, Rl)
ratio = (wr * r**5 * Psi) @ Phi / ((wr * r**5 * Phi) @ Phi)
c_cusp = 0.5 * ratio
assert abs(table[-1].c - c_cusp) < abs(table[-1].c - 0.5)

# ---------- output ----------
print(f"Nuclear charge: {Z:.0f}; radial functions per l: {N}")
print(f"Radial exponent: {ZETA:.1f} 1/bohr; gamma: {GAMMA:.1f} 1/bohr")
print(f"Largest orthonormality error of products: {orth_error:.1e}")
print("CC against CI, model space l<=4, 10 radial functions per l:")
for name, case in (("strict Q12, 4 s + 2 p shells", strict_case),
                   ("standard Q12, 4 s + 2 p shells", standard_case),
                   ("standard Q12, all 10 s + 2 p shells", full_s_case)):
    print(f" {name}:")
    print(f"  E(CC) = {case[0]:.9f} E_h, E(CI) = {case[1]:.9f} E_h")
    print(f"  E(CC)-E(CI) = {case[0] - case[1]:.2e} E_h")
    print(f"  <G|T1|R> = {case[2]:.2e} E_h, norm of t = {case[3]:.5f}")
print(f"Hartree-Fock energy: {e_hf:.7f} E_h")
print(f"Hylleraas reference, {n_ref} terms: {e_ref:.7f} E_h")
print(f" change from next lower order: {e_ref - e_ref5:.1e} E_h")
print(f"Norm of removed s function chi: {np.linalg.norm(chi):.1e}")
print("L   E(CI)/E_h    E(F12)/E_h   optimised c/(1/bohr)")
for L, row in enumerate(table):
    print(f"{L}  {row.ci:.7f}  {row.f12:.7f}  {row.c:.4f}")
print("L   CI error/mE_h   F12 error/mE_h   error ratio")
for L, row in enumerate(table):
    ec, ef = 1e3 * (row.ci - e_ref), 1e3 * (row.f12 - e_ref)
    print(f"{L}   {ec:.4f}   {ef:.4f}   {ec / ef:.1f}")
row = table[0]
print("Two-state problem at L=0 (CI ground state, normalised G):")
print(f" norm <G|G> before normalisation: {row.norm:.6f} bohr^2")
print(f" coupling: {row.b:.6f} E_h; <G|H|G>: {row.diag:.6f} E_h")
print(f" lowest root: {row.e2:.7f} E_h")
print("L=4 with 8 radial functions per l (same geminal):")
print(f" E(CI) = {small.ci:.7f} E_h, E(F12) = {small.f12:.7f} E_h")
print(f"Weighted coalescence ratio Psi/Phi at L=4: {ratio:.4f}")
print(f"Cusp estimate of c at L=4: {c_cusp:.4f} 1/bohr")
to_ev = physical_constants["Hartree energy in eV"][0]
print(f"E(F12) at L=4: {table[-1].f12 * to_ev:.4f} eV")
print("all assertions hold")
```

It prints:

```
Nuclear charge: 2; radial functions per l: 10
Radial exponent: 3.0 1/bohr; gamma: 1.0 1/bohr
Largest orthonormality error of products: 2.4e-14
CC against CI, model space l<=4, 10 radial functions per l:
 strict Q12, 4 s + 2 p shells:
  E(CC) = -2.893388739 E_h, E(CI) = -2.893388739 E_h
  E(CC)-E(CI) = -1.29e-14 E_h
  <G|T1|R> = 0.00e+00 E_h, norm of t = 0.00126
 standard Q12, 4 s + 2 p shells:
  E(CC) = -2.893479255 E_h, E(CI) = -2.893479537 E_h
  E(CC)-E(CI) = 2.82e-07 E_h
  <G|T1|R> = -1.92e-05 E_h, norm of t = 0.00134
 standard Q12, all 10 s + 2 p shells:
  E(CC) = -2.903357724 E_h, E(CI) = -2.903357724 E_h
  E(CC)-E(CI) = -3.55e-15 E_h
  <G|T1|R> = 0.00e+00 E_h, norm of t = 0.00190
Hartree-Fock energy: -2.8616797 E_h
Hylleraas reference, 50 terms: -2.9037223 E_h
 change from next lower order: -3.5e-06 E_h
Norm of removed s function chi: 3.7e-06
L   E(CI)/E_h    E(F12)/E_h   optimised c/(1/bohr)
0  -2.8790226  -2.9020377  0.5014
1  -2.9005010  -2.9037033  0.3773
2  -2.9027399  -2.9037179  0.3518
3  -2.9032803  -2.9037193  0.3454
4  -2.9034624  -2.9037204  0.3466
L   CI error/mE_h   F12 error/mE_h   error ratio
0   24.6997   1.6846   14.7
1   3.2213   0.0190   169.6
2   0.9824   0.0044   222.7
3   0.4420   0.0030   147.6
4   0.2599   0.0019   140.0
Two-state problem at L=0 (CI ground state, normalised G):
 norm <G|G> before normalisation: 0.010700 bohr^2
 coupling: -0.444636 E_h; <G|H|G>: 5.744757 E_h
 lowest root: -2.9018872 E_h
L=4 with 8 radial functions per l (same geminal):
 E(CI) = -2.9034145 E_h, E(F12) = -2.9037145 E_h
Weighted coalescence ratio Psi/Phi at L=4: 0.6608
Cusp estimate of c at L=4: 0.3304 1/bohr
E(F12) at L=4: -79.0143 eV
all assertions hold
```
